# Capacitance-voltage profiling of a self-consistent HEMT channel: charge and shape: a program that tests the result

```python
"""
Capacitance-voltage (C-V) profiling of a self-consistent AlGaN/GaN channel.

Result under test: with C = d(gate charge)/dV, apparent depth z_cv = eps/C and
apparent density N_cv = C^3/(q eps dC/dV), the integral of N_cv over z_cv equals
the change of the true electron sheet density, although N_cv(z_cv) is not n(z).

Units inside: nm, V, eV, elementary charges. z = 0 is the gate metal, the Fermi
level of the channel is 0, phi is the electrostatic potential, and the conduction
band is -phi plus the band offset in the barrier. Densities are nm^-3 or nm^-2.
The lower edge of the buffer has zero field; ionized acceptors are frozen.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.special import ai_zeros, expit, jn_zeros, logsumexp

TEMPERATURE = 300.0
VT = sc.k * TEMPERATURE / sc.e                      # thermal voltage, V
EPS0 = sc.epsilon_0 / sc.e * 1e-9                   # e/(V nm)
EPS_R = 9.5
EPS = EPS_R * EPS0
HB = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18        # hbar^2/(2 m0), eV nm^2
MASS = 0.20
BARRIER, BUFFER = 20.0, 60.0                        # nm
SIGMA = 0.09                                        # polarization charge, nm^-2
ACCEPTORS = 1e-4                                    # nm^-3
PHI_B, OFFSET = 1.2, 0.30                           # eV
STATES = 20
CM2, CM3 = 1e14, 1e21                               # nm^-2 to cm^-2, nm^-3 to cm^-3
DEPTH_TOTAL = BARRIER + BUFFER


def make_device(h=0.25, eps_barrier=EPS, mass=MASS):
    cells = round(DEPTH_TOTAL / h)
    j = round(BARRIER / h)
    index = np.arange(cells + 1)
    offset = np.where(index < j, OFFSET, 0.0)
    offset[j] = OFFSET / 2
    fixed = np.where(index > j, -ACCEPTORS * h, 0.0)
    fixed[j] = SIGMA - ACCEPTORS * h / 2
    fixed[-1] = -ACCEPTORS * h / 2
    coupling = np.where(index[:-1] < j, eps_barrier, EPS) / h
    return SimpleNamespace(h=h, z=index * h, j=j, offset=offset, fixed=fixed,
                           g=coupling, mass=mass, dos=mass / (2 * np.pi * HB))


def eigenstates(dev, band):
    t = HB / (dev.mass * dev.h**2)
    energy, vec = eigh_tridiagonal(2 * t + band[1:-1], -t * np.ones(len(band) - 3),
                                   select='i', select_range=(0, STATES - 1))
    prob = np.zeros((len(band), STATES))
    prob[1:-1] = vec**2 / dev.h
    return energy, prob


def solve(dev, bias, guess, back=None, extra=0.0):
    """Self-consistent state; back = fixed potential at the lower edge, if any."""
    phi = guess.copy()
    phi[0] = bias - PHI_B + OFFSET
    if back is not None:
        phi[-1] = back
    g, h = dev.g, dev.h
    diagonal = g.copy()
    diagonal[:-1] += g[1:]
    for _ in range(100):
        energy, prob = eigenstates(dev, -phi + dev.offset + extra)
        base = phi.copy()
        for _ in range(50):
            x = (-energy[None, :] + (phi - base)[:, None]) / VT
            dens = dev.dos * VT * np.sum(prob * np.logaddexp(0, x), axis=1)
            slope = dev.dos * np.sum(prob * expit(x), axis=1)
            flux = g * (phi[:-1] - phi[1:])
            res = -flux - dev.fixed[1:] + h * dens[1:]
            res[:-1] += flux[1:]
            band = np.zeros((3, len(g)))
            band[0, 1:] = -g[1:]
            band[1] = diagonal + h * slope[1:]
            band[2, :-1] = -g[1:]
            if back is not None:
                band[1, -1], band[2, -2], res[-1] = 1.0, 0.0, 0.0
            step = solve_banded((1, 1), band, res)
            phi[1:] -= step
            if np.max(np.abs(step)) < 1e-10:
                break
        if np.max(np.abs(phi - base)) < 1e-9:
            break
    else:
        raise RuntimeError("self-consistency not reached")
    occupation = dev.dos * VT * np.logaddexp(0, -energy / VT)
    n = prob @ occupation
    return SimpleNamespace(phi=phi, n=n, ns=h * n.sum(), energy=energy,
                           occ=occupation, gate=g[0] * (phi[0] - phi[1]))


def report(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


dev = make_device()
h, z = dev.h, dev.z

# Eigenvalue solver against the Airy levels of a triangular well
well_field = 0.1
levels, _ = eigenstates(dev, well_field * z)
airy = -ai_zeros(3)[0] * (HB / MASS * well_field**2)**(1 / 3)
assert np.allclose(levels[:3], airy, rtol=5e-3)

# Empty channel: potential known in closed form, gives the pinch-off start bias
n_start = 3e-6
flux_empty = -np.cumsum(dev.fixed[::-1])[::-1][1:]
phi_empty = np.concatenate(([0.0], -np.cumsum(flux_empty / dev.g))) - PHI_B + OFFSET
e_empty, _ = eigenstates(dev, -phi_empty + dev.offset)
v_low = VT * (np.log(n_start / (dev.dos * VT)) - logsumexp(-e_empty / VT))

# Bias sweep: small-signal capacitance from the gate displacement
fine_step = 0.01
part1 = v_low + fine_step * np.arange(45)
part2 = part1[-1] + 0.02 * np.arange(1, 21)
count = int(np.ceil(-part2[-1] / 0.08))
volts = np.concatenate((part1, part2, np.linspace(part2[-1], 0, count + 1)[1:]))
delta = 1e-3
guess = phi_empty + v_low
cap, sheet, pairs = [], [], []
for v in volts:
    up = solve(dev, v + delta, guess)
    down = solve(dev, v - delta, up.phi)
    guess = up.phi
    cap.append((up.gate - down.gate) / (2 * delta))
    sheet.append((up.ns + down.ns) / 2)
    pairs.append((up, down))
cap, sheet = np.array(cap), np.array(sheet)
assert np.all(np.diff(cap) > 0)
on = solve(dev, 0.0, guess)
assert on.occ[-1] / on.ns < 1e-3

# Apparent profile from a spline of ln C
spline = CubicSpline(volts, np.log(cap))
vf = np.linspace(volts[0], volts[-1], 40001)


def apparent(v):
    c = np.exp(spline(v))
    return EPS / c, c**3 / (EPS * c * spline(v, 1))


zf, nf = apparent(vf)
pieces = -0.5 * (nf[1:] + nf[:-1]) * np.diff(zf)
charge = np.concatenate(([0.0], np.cumsum(pieces)))
true_change = sheet - sheet[0]
sum_error = np.max(np.abs(np.interp(volts, vf, charge) - true_change)) / on.ns
assert sum_error < 1e-3

# First moment of the apparent profile equals eps times the bias span
moment = -np.trapezoid(nf * zf, zf) if hasattr(np, "trapezoid") else -np.trapz(nf * zf, zf)
span = volts[-1] - volts[0]
assert abs(moment / (EPS * span) - 1) < 1e-3
mean_apparent = moment / charge[-1]

# Apparent depth at zero bias = centroid of added electrons + buffer potential term
up, down = pairs[-1]
added = up.n - down.n
centroid_added = np.sum(z * added) / np.sum(added)
buffer_term = EPS * (up.phi[-1] - down.phi[-1]) / (h * np.sum(added))
assert abs(centroid_added + buffer_term - zf[-1]) < 0.01

# Dilute limit: offset depth from perturbation theory against the solver
up, down = pairs[0]
zg_solver = EPS * (2 * delta - VT * np.log(up.ns / down.ns)) / (up.ns - down.ns)
rho = up.n / up.ns
zg_theory = (h**2 * rho @ np.minimum.outer(z, z) @ rho
             + EPS * np.sum((up.occ / up.ns)**2) / (2 * dev.dos))
assert abs(zg_solver - zg_theory) < 0.2
tail = (vf > v_low + 0.02) & (vf < v_low + 0.06)
tail_ratio = nf[tail] * (zf[tail] - zg_theory)**2 / (EPS * VT)
assert np.max(np.abs(tail_ratio - 1)) < 0.02

# Raw trapezoidal integration of tail samples overcounts
zr, nr = apparent(volts[:4])
raw = np.sum(-0.5 * (nr[1:] + nr[:-1]) * np.diff(zr)) / (sheet[3] - sheet[0])
raw_law = np.cosh(fine_step / VT)
assert abs(raw - raw_law) < 0.01

# Shape comparison of the two profiles
true_cum = np.cumsum(on.n) * h - 0.5 * h * on.n
true_q = np.interp(np.array([0.1, 0.5, 0.9]) * on.ns, true_cum, z)
from_top = charge[-1] - charge[::-1]                # charge counted from shallow side
app_q = np.interp(np.array([0.1, 0.5, 0.9]) * charge[-1], from_top, zf[::-1])
true_mean = h * np.sum(z * on.n) / on.ns
zz = np.arange(0, DEPTH_TOTAL, 0.01) + 0.005
n_app = np.interp(zz, zf[::-1], nf[::-1], left=0.0)
beyond = np.interp(-DEPTH_TOTAL, -zf, charge)
mismatch = 0.5 * (0.01 * np.sum(np.abs(np.interp(zz, z, on.n) - n_app)) + beyond) / on.ns
shallower = np.interp(zf[-1], z, true_cum) / on.ns
assert mismatch > 0.1 and beyond > 0

# A grounded back plane breaks the sum rule, a floating buffer does not
v_deep = v_low - 1.0
floating = solve(dev, v_deep, pairs[0][1].phi - 1.0)
pinned = solve(dev, v_deep, pairs[0][1].phi, back=on.phi[-1])
excess_float = (on.gate - floating.gate) - (on.ns - floating.ns)
excess_pinned = (on.gate - pinned.gate) - (on.ns - pinned.ns)
assert abs(excess_float) < 1e-6 * on.ns
assert excess_pinned > 0.03 * on.ns

# Grid convergence and neglected effects, all at zero bias
fine = make_device(h=0.125)
ns_fine = solve(fine, 0.0, np.interp(fine.z, z, on.phi)).ns
assert abs(ns_fine / on.ns - 1) < 0.01
ns_eps = solve(make_device(eps_barrier=0.95 * EPS), 0.0, on.phi).ns
ns_mass = solve(make_device(mass=1.1 * MASS), 0.0, on.phi).ns
vx, state = np.zeros_like(z), on
for _ in range(25):
    target = -(3 * np.maximum(state.n, 0) / np.pi)**(1 / 3) / (4 * np.pi * EPS)
    vx = vx + 0.6 * (target - vx)
    previous = state.ns
    state = solve(dev, 0.0, state.phi, extra=vx)
assert abs(state.ns / previous - 1) < 1e-3


def tunnel_current(field):
    """Gate emission through a triangular barrier, field in V/nm, A/m^2."""
    e = np.linspace(-PHI_B, PHI_B + 0.5, 6001)
    action = 4 / 3 * np.sqrt(MASS / HB) * np.maximum(PHI_B - e, 0)**1.5 / field
    supply = VT * np.logaddexp(0, -e / VT)
    integral = np.sum(np.exp(-action) * supply) * (e[1] - e[0]) * sc.e**2
    return sc.e * MASS * sc.m_e / (2 * np.pi**2 * sc.hbar**3) * integral


pinch_field = -pairs[0][0].gate / EPS
leak = tunnel_current(pinch_field)
df = 1e-4 * pinch_field
leak_slope = (tunnel_current(pinch_field + df) - tunnel_current(pinch_field - df)) / (2 * df * 1e9)
omega = 2 * np.pi * 1e5
leak_ratio = leak_slope / (omega * EPS_R * sc.epsilon_0)
radius_cm, mobility = 50e-4, 1500.0
delay = radius_cm**2 / (mobility * VT * jn_zeros(0, 1)[0]**2)
cap_unit = sc.e / 1e-14 * 1e6                       # e/(V nm^2) to uF/cm^2

report("Temperature", TEMPERATURE, "K")
report("Thermal voltage", VT * 1e3, "mV")
report("Relative permittivity (rough)", EPS_R)
report("Effective mass (rough)", MASS, "m0")
report("Barrier thickness", BARRIER, "nm")
report("Buffer thickness", BUFFER, "nm")
report("Polarization sheet charge (rough)", SIGMA * CM2, "cm^-2")
report("Frozen acceptor density (rough)", ACCEPTORS * CM3, "cm^-3")
report("Gate barrier (rough)", PHI_B, "eV")
report("Conduction-band offset (rough)", OFFSET, "eV")
report("Grid step", h, "nm")
report("Number of sampled biases", len(volts), "", "d")
report("Lowest bias of sweep", v_low, "V")
report("True sheet density at lowest bias", sheet[0] * CM2, "cm^-2")
report("True sheet density at 0 V", on.ns * CM2, "cm^-2", ".5g")
report("True depleted sheet density", true_change[-1] * CM2, "cm^-2", ".5g")
report("Integral of apparent profile", charge[-1] * CM2, "cm^-2", ".5g")
report("Largest sum-rule error over all biases / n_s(0 V)", sum_error, "", ".1e")
report("Capacitance at 0 V", cap[-1] * cap_unit, "uF/cm^2")
report("Apparent depth at 0 V", zf[-1], "nm")
report("  centroid of added electrons", centroid_added, "nm")
report("  buffer-potential term", buffer_term, "nm", ".3f")
report("True mean depth at 0 V", true_mean, "nm")
report("Apparent mean depth for this sweep", mean_apparent, "nm")
report("Growth of apparent mean per extra volt below pinch-off", EPS / on.ns, "nm/V")
print("True 10/50/90 % depths: " + " / ".join(f"{q:.2f}" for q in true_q) + " nm")
print("Apparent 10/50/90 % depths: " + " / ".join(f"{q:.2f}" for q in app_q) + " nm")
report("True peak density", on.n.max() * CM3, "cm^-3", ".3g")
report("True peak depth", z[np.argmax(on.n)], "nm")
report("Apparent peak density", nf.max() * CM3, "cm^-3", ".3g")
report("Apparent peak depth", zf[np.argmax(nf)], "nm")
report("True charge shallower than the first apparent depth", 100 * shallower, "%", ".1f")
report("Misplaced fraction of charge", 100 * mismatch, "%", ".1f")
report("Apparent charge below the buffer's lower edge", beyond * CM2, "cm^-2", ".3g")
report("Dilute offset depth z_g, solver", zg_solver, "nm")
report("Dilute offset depth z_g, perturbation theory", zg_theory, "nm")
report("Largest deviation from inverse-square tail", 100 * np.max(np.abs(tail_ratio - 1)), "%", ".2f")
report("Raw tail overcount at 10 mV step, sampled", raw, "", ".4f")
report("Raw tail overcount at 10 mV step, cosh law", raw_law, "", ".4f")
report("Back-plane excess in gate charge, sweep 1 V deeper", 100 * excess_pinned / on.ns, "% of n_s", ".1f")
report("n_s change on halving the grid step", 100 * (ns_fine / on.ns - 1), "%", ".3f")
report("n_s change, barrier permittivity 5 % lower", 100 * (ns_eps / on.ns - 1), "%", ".2f")
report("n_s change, mass 10 % higher", 100 * (ns_mass / on.ns - 1), "%", ".2f")
report("n_s change, local exchange included", 100 * (state.ns / on.ns - 1), "%", ".2f")
report("Fermi level above band edge / gap of 3.4 eV (rough)", 100 * on.phi[dev.j] / 3.4, "%", ".1f")
report("Frozen acceptor sheet charge / n_s", 100 * ACCEPTORS * BUFFER / on.ns, "%", ".1f")
report("Barrier field at pinch-off", pinch_field * 10, "MV/cm", ".3g")
report("Same field / breakdown field of 3.3 MV/cm (rough)", pinch_field * 10 / 3.3, "", ".2f")
report("Ideal gate tunnelling current at pinch-off", leak * 1e-4, "A/cm^2", ".1e")
report("Displacement current at 0 V for a 1 V/s ramp", cap[-1] * cap_unit * 1e-6, "A/cm^2", ".1e")
report("Tunnel conductance / (omega C) at 100 kHz", leak_ratio, "", ".1e")
report("Lateral charging time, 50 um radius, 1500 cm2/Vs (rough)", delay * 1e9, "ns", ".3g")
report("omega times charging time at 100 kHz", omega * delay, "", ".2g")
print("ALL CHECKS PASSED")
```

It prints:

```
Temperature: 300 K
Thermal voltage: 25.85 mV
Relative permittivity (rough): 9.5
Effective mass (rough): 0.2 m0
Barrier thickness: 20 nm
Buffer thickness: 60 nm
Polarization sheet charge (rough): 9e+12 cm^-2
Frozen acceptor density (rough): 1e+17 cm^-3
Gate barrier (rough): 1.2 eV
Conduction-band offset (rough): 0.3 eV
Grid step: 0.25 nm
Number of sampled biases: 86
Lowest bias of sweep: -2.476 V
True sheet density at lowest bias: 2.987e+08 cm^-2
True sheet density at 0 V: 5.4306e+12 cm^-2
True depleted sheet density: 5.4303e+12 cm^-2
Integral of apparent profile: 5.4303e+12 cm^-2
Largest sum-rule error over all biases / n_s(0 V): 7.8e-07
Capacitance at 0 V: 0.3977 uF/cm^2
Apparent depth at 0 V: 21.15 nm
  centroid of added electrons: 21.06 nm
  buffer-potential term: 0.086 nm
True mean depth at 0 V: 21.91 nm
Apparent mean depth for this sweep: 23.94 nm
Growth of apparent mean per extra volt below pinch-off: 9.667 nm/V
True 10/50/90 % depths: 20.07 / 21.48 / 24.15 nm
Apparent 10/50/90 % depths: 21.26 / 21.87 / 24.70 nm
True peak density: 1.75e+19 cm^-3
True peak depth: 21 nm
Apparent peak density: 4.79e+19 cm^-3
Apparent peak depth: 21.15 nm
True charge shallower than the first apparent depth: 39.9 %
Misplaced fraction of charge: 40.3 %
Apparent charge below the buffer's lower edge: 2.34e+10 cm^-2
Dilute offset depth z_g, solver: 22.76 nm
Dilute offset depth z_g, perturbation theory: 22.77 nm
Largest deviation from inverse-square tail: 0.00 %
Raw tail overcount at 10 mV step, sampled: 1.0737
Raw tail overcount at 10 mV step, cosh law: 1.0758
Back-plane excess in gate charge, sweep 1 V deeper: 14.6 % of n_s
n_s change on halving the grid step: 0.006 %
n_s change, barrier permittivity 5 % lower: 2.59 %
n_s change, mass 10 % higher: 0.45 %
n_s change, local exchange included: 1.52 %
Fermi level above band edge / gap of 3.4 eV (rough): 6.9 %
Frozen acceptor sheet charge / n_s: 11.0 %
Barrier field at pinch-off: 1.6 MV/cm
Same field / breakdown field of 3.3 MV/cm (rough): 0.48
Ideal gate tunnelling current at pinch-off: 1.6e-04 A/cm^2
Displacement current at 0 V for a 1 V/s ramp: 4.0e-07 A/cm^2
Tunnel conductance / (omega C) at 100 kHz: 4.5e-03
Lateral charging time, 50 um radius, 1500 cm2/Vs (rough): 111 ns
omega times charging time at 100 kHz: 0.07
ALL CHECKS PASSED
```
